**Kanamori model against the full d-shell Coulomb interaction**

The program tests the formula \(V_{abcd}=(A+C)\delta_{ac}\delta_{bd}+C(\delta_{ad}\delta_{bc}+\delta_{ab}\delta_{cd})+6B\,\mathrm{tr}(D_{ac}D_{bd})\) for the Coulomb tensor of a d shell in real orbitals. Here \(A,B,C\) are the Racah parameters, and \(D_{ac}\) is the symmetric traceless matrix formed from the matrices of orbitals \(a\) and \(c\). The tensor is computed independently by angular quadrature of Legendre kernels and asserted to agree with the formula for three parameter sets. Two- and three-electron Hamiltonians are built in determinant space, and their terms are identified by \(L^2\) and \(S^2\). The program asserts the five d² term energies, the \(15B\) splitting of \(^3F\) and \(^3P\), and their degeneracy in the Kanamori model for several choices of \(U,U',J\). It also asserts that the Kanamori form is exact within \(t_{2g}\) and within \(e_g\). For \(B=0.1\) eV the output shows a splitting of 1.500 eV with the full interaction and zero with the Kanamori model. It also lists the triplet levels as two-, three- and four-index terms are restored.

## Program and output

```python
"""
Result under test: the Coulomb tensor of a d shell in real orbitals is
  V_abcd = (A+C) d_ac d_bd + C (d_ad d_bc + d_ab d_cd) + 6 B tr(D_ac D_bd),
that is, a five-orbital Kanamori interaction plus terms proportional to B.
A uniform Kanamori model leaves 3F and 3P of d2 degenerate; the full
interaction splits them by 15 B.
Symbols: V_abcd = <ab|v|cd> with a,c on electron 1; A, B, C Racah parameters;
F0, F2, F4 Slater integrals; M_a symmetric traceless matrix of orbital a;
D_ac = M_a M_c + M_c M_a - (2/3) d_ac; U, Up, J Kanamori parameters.
Energies are in eV.
"""
from itertools import combinations, product
import numpy as np
from scipy import constants
from scipy.special import eval_legendre

names = ["xy", "yz", "xz", "x2-y2", "z2"]
XY, YZ, XZ, X2, Z2 = range(5)
M = np.zeros((5, 3, 3))
for orb, i, j in ((XY, 0, 1), (YZ, 1, 2), (XZ, 0, 2)):
    M[orb, i, j] = M[orb, j, i] = 1 / np.sqrt(2)
M[X2] = np.diag([1, -1, 0]) / np.sqrt(2)
M[Z2] = np.diag([-1, -1, 2]) / np.sqrt(6)
one = np.eye(5)

# Angular quadrature, exact for the polynomial degrees that occur here
ct, wt = np.polynomial.legendre.leggauss(7)
phi = 2 * np.pi * np.arange(12) / 12
st = np.sqrt(1 - ct**2)
points = np.array([[s * np.cos(f), s * np.sin(f), c]
                   for c, s in zip(ct, st) for f in phi])
weights = np.repeat(wt, 12) * 2 * np.pi / 12
orbitals = np.sqrt(15 / (8 * np.pi)) * np.einsum(
    "pi,aij,pj->ap", points, M, points)
assert np.allclose((orbitals * weights) @ orbitals.T, one, atol=1e-12)
density = np.einsum("ap,cp,p->acp", orbitals, orbitals, weights)
cosines = points @ points.T
angular = {}
for k in (0, 2, 4):
    kernel = eval_legendre(k, cosines)
    angular[k] = np.einsum("acp,bdp->abcd", density @ kernel, density)


def slater(A, B, C):
    F4 = 441 * C / 35
    return A + 49 * F4 / 441, 49 * (B + 5 * F4 / 441), F4


def coulomb(A, B, C):
    F0, F2, F4 = slater(A, B, C)
    return F0 * angular[0] + F2 * angular[2] + F4 * angular[4]


direct = np.einsum("ac,bd->abcd", one, one)
exchange = np.einsum("ad,bc->abcd", one, one)
pairing = np.einsum("ab,cd->abcd", one, one)


def isotropic(Up, J):
    return Up * direct + J * (exchange + pairing)


A, B, C = 3.0, 0.1, 0.4
V = coulomb(A, B, C)

# Closed form of the tensor against quadrature
MM = np.einsum("aij,cjk->acik", M, M)
D = MM + MM.transpose(1, 0, 2, 3) - 2 / 3 * np.einsum(
    "ac,ij->acij", one, np.eye(3))
quadrupole = np.einsum("acij,bdji->abcd", D, D)
for a_, b_, c_ in ((A, B, C), (5.0, 0.23, 0.9), (1.0, 0.0, 0.3)):
    closed = isotropic(a_ + c_, c_) + 6 * b_ * quadrupole
    assert np.allclose(coulomb(a_, b_, c_), closed, atol=1e-11)

# Projector decomposition of the angular kernels
P0 = direct / 5
P2 = 3 / 7 * quadrupole
P4 = (exchange + pairing) / 2 - P0 - P2
for k, factor, P in ((0, 5, P0), (2, 2 / 7, P2), (4, 10 / 63, P4)):
    assert np.allclose(angular[k], factor * P, atol=1e-12)
    Pmat = P.transpose(0, 2, 1, 3).reshape(25, 25)
    assert np.allclose(Pmat @ Pmat, Pmat, atol=1e-12)
    assert abs(np.trace(Pmat) - (2 * k + 1)) < 1e-11

# Two-index table
pairs = list(combinations(range(5), 2))
U = V[0, 0, 0, 0]
Jab = np.array([V[a, b, b, a] for a, b in pairs])
Upab = np.array([V[a, b, a, b] for a, b in pairs])
assert np.allclose([V[a, a, a, a] for a in range(5)], A + 4 * B + 3 * C)
assert np.allclose(Upab, U - 2 * Jab)
Jmean = Jab.mean()
Upmean = Upab.mean()
assert abs(Jmean - (C + 2.5 * B)) < 1e-11

# Kanamori is exact inside t2g and inside eg
for subset, Jsub in (([XY, YZ, XZ], C + 3 * B), ([X2, Z2], C + 4 * B)):
    block = np.ix_(subset, subset, subset, subset)
    assert np.allclose(V[block], isotropic(U - 2 * Jsub, Jsub)[block])


def remainder(a_, b_, c_):
    tensor = coulomb(a_, b_, c_)
    jm = np.mean([tensor[a, b, b, a] for a, b in pairs])
    return tensor - isotropic(tensor[0, 0, 0, 0] - 2 * jm, jm)


assert np.allclose(remainder(A, B, C) / B,
                   remainder(5.0, 0.23, 0.9) / 0.23, atol=1e-9)

# Classes of tensor elements by number of different orbitals
distinct = np.zeros((5,) * 4, dtype=int)
for idx in product(range(5), repeat=4):
    distinct[idx] = len(set(idx))
    counts = sorted(idx.count(o) for o in set(idx))
    if counts == [1, 3]:
        assert abs(V[idx]) < 1e-12


def triplet_matrix(tensor):
    return np.array([[tensor[a, b, c, d] - tensor[a, b, d, c]
                      for c, d in pairs] for a, b in pairs])


def triplet_levels(tensor):
    return (np.linalg.eigvalsh(triplet_matrix(tensor)) - A) / B


def show(levels):
    values, counts = np.unique(np.round(levels, 3) + 0.0, return_counts=True)
    return ", ".join(f"{v:.3f} (x{n})" for v, n in zip(values, counts))


lev2 = triplet_levels(np.where(distinct <= 2, V, 0))
lev23 = triplet_levels(np.where(distinct <= 3, V, 0))
lev24 = triplet_levels(np.where(distinct != 3, V, 0))
levfull = triplet_levels(V)
assert np.allclose(lev2, [-8] * 2 + [-5] * 5 + [1] * 2 + [4], atol=1e-8)
assert np.allclose(lev23, [-8] * 4 + [-5] * 3 + [4] * 3, atol=1e-8)
assert np.allclose(levfull, [-8] * 7 + [7] * 3, atol=1e-8)
assert not np.allclose(lev24, levfull, atol=1e-2)


# Determinant space: orbitals 0-4 spin up, 5-9 spin down
def hopping_operators(n):
    states = [sum(1 << i for i in c) for c in combinations(range(10), n)]
    index = {s: i for i, s in enumerate(states)}
    X = np.zeros((10, 10, len(states), len(states)))
    for s in states:
        for q in range(10):
            if not s >> q & 1:
                continue
            r = s ^ (1 << q)
            sign_q = (-1) ** bin(s & ((1 << q) - 1)).count("1")
            for p in range(10):
                if not r >> p & 1:
                    sign_p = (-1) ** bin(r & ((1 << p) - 1)).count("1")
                    X[p, q, index[r | 1 << p], index[s]] = sign_q * sign_p
    return X, states


def tensor_hamiltonian(X, tensor):
    E = X[:5, :5] + X[5:, 5:]
    W = np.tensordot(tensor.transpose(0, 2, 1, 3), E, axes=([2, 3], [0, 1]))
    H = sum(E[a, c] @ W[a, c] for a in range(5) for c in range(5))
    return 0.5 * (H - np.tensordot(np.einsum("abbd->ad", tensor), E,
                                   axes=([0, 1], [0, 1])))


def kanamori_hamiltonian(X, U_, Up_, J_):
    H = np.zeros(X.shape[2:])
    for a in range(5):
        H += U_ * X[a, a] @ X[a + 5, a + 5]
        for b in range(5):
            if a == b:
                continue
            H += Up_ * X[a, a] @ X[b + 5, b + 5]
            H -= J_ * X[a, a + 5] @ X[b + 5, b]
            H += J_ * X[a, b] @ X[a + 5, b + 5]
            if a < b:
                H += (Up_ - J_) * (X[a, a] @ X[b, b]
                                   + X[a + 5, a + 5] @ X[b + 5, b + 5])
    return H


epsilon = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[i, j, k], epsilon[i, k, j] = 1, -1
ell = np.array([[[-1j * np.trace(M[a] @ (e @ M[b] - M[b] @ e))
                  for b in range(5)] for a in range(5)] for e in epsilon])
assert np.allclose(sum(m @ m for m in ell), 6 * one)


def angular_momenta(X):
    E = X[:5, :5] + X[5:, 5:]
    L = [np.tensordot(m, E, axes=([0, 1], [0, 1])) for m in ell]
    L2 = sum(m @ m for m in L).real
    Splus = sum(X[a, a + 5] for a in range(5))
    Sz = 0.5 * sum(X[a, a] - X[a + 5, a + 5] for a in range(5))
    return L, L2, Splus.T @ Splus + Sz @ Sz + Sz


def term_energy(H, L2, S2, L, S):
    w, vec = np.linalg.eigh(L2 + 20 * S2)
    Q = vec[:, abs(w - L * (L + 1) - 20 * S * (S + 1)) < 1e-7]
    assert Q.shape[1] == round((2 * L + 1) * (2 * S + 1))
    energy = np.trace(Q.T @ H @ Q) / Q.shape[1]
    assert np.allclose(H @ Q, energy * Q, atol=1e-9)
    return energy


X, states = hopping_operators(2)
Lops, L2, S2 = angular_momenta(X)
Hd = tensor_hamiltonian(X, V)
Hk = kanamori_hamiltonian(X, U, Upmean, Jmean)
assert np.allclose(Hk, tensor_hamiltonian(X, isotropic(Upmean, Jmean)))
H2 = tensor_hamiltonian(X, np.where(distinct <= 2, V, 0))
assert np.abs(H2 @ L2 - L2 @ H2).max() > 0.1 * B

racah = {"3F": (3, 1, A - 8 * B), "3P": (1, 1, A + 7 * B),
         "1G": (4, 0, A + 4 * B + 2 * C), "1D": (2, 0, A - 3 * B + 2 * C),
         "1S": (0, 0, A + 14 * B + 7 * C)}
merged = {"3F": A - 3.5 * B, "3P": A - 3.5 * B, "1G": A + 1.5 * B + 2 * C,
          "1D": A + 1.5 * B + 2 * C, "1S": A + 14 * B + 7 * C}
full, kan = {}, {}
for term, (L, S, expected) in racah.items():
    full[term] = term_energy(Hd, L2, S2, L, S)
    kan[term] = term_energy(Hk, L2, S2, L, S)
    assert abs(full[term] - expected) < 1e-9
    assert abs(kan[term] - merged[term]) < 1e-9
split = full["3P"] - full["3F"]
assert abs(split - 15 * B) < 1e-9

# Any uniform parameters, also with Up different from U - 2J
for u, up, j in ((4.0, 2.9, 0.7), (6.3, 1.1, 0.2), (2.0, 2.5, 0.9)):
    Htest = kanamori_hamiltonian(X, u, up, j)
    for L in (1, 3):
        assert abs(term_energy(Htest, L2, S2, L, 1) - (up - j)) < 1e-9

# O(5) generators: conserved by Kanamori, broken by the d-shell interaction
E = X[:5, :5] + X[5:, 5:]
generators = [E[a, b] - E[b, a] for a, b in pairs]
break_k = max(np.abs(Hk @ G - G @ Hk).max() for G in generators)
break_d = max(np.abs(Hd @ G - G @ Hd).max() for G in generators)
assert break_k < 1e-10 and break_d > B
assert max(np.abs(Hd @ m - m @ Hd).max() for m in Lops) < 1e-10

# Composition of the z component of 3P (both spins up)
up_index = [states.index((1 << a) | (1 << b)) for a, b in pairs]
select = np.ix_(up_index, up_index)
Lz2 = (Lops[2] @ Lops[2]).real
w, vec = np.linalg.eigh(L2[select] + 0.1 * Lz2[select])
assert abs(w[0] - 2) < 1e-9 and w[1] > 2.05
weight = vec[:, 0] ** 2
i1, i2 = pairs.index((YZ, XZ)), pairs.index((XY, X2))
assert np.allclose([weight[i1], weight[i2]], [0.2, 0.8], atol=1e-9)

# Couplings
T = triplet_matrix(V)
coupling4 = abs(T[i1, i2]) / B
coupling3 = abs(T[pairs.index((YZ, Z2)), pairs.index((YZ, X2))]) / B
assert abs(coupling4 - 6) < 1e-9 and abs(coupling3 - 27**0.5) < 1e-9

# Quartets of d3
X3, _ = hopping_operators(3)
_, L2_3, S2_3 = angular_momenta(X3)
Hd3 = tensor_hamiltonian(X3, V)
Hk3 = kanamori_hamiltonian(X3, U, Upmean, Jmean)
q = {L: term_energy(Hd3, L2_3, S2_3, L, 1.5) for L in (1, 3)}
qk = {L: term_energy(Hk3, L2_3, S2_3, L, 1.5) for L in (1, 3)}
assert abs(q[1] - q[3] - 15 * B) < 1e-9 and abs(qk[1] - qk[3]) < 1e-9

F0, F2, F4 = slater(A, B, C)
print(f"Racah A, B, C = {A:.2f}, {B:.2f}, {C:.2f} eV")
print(f"Slater F0, F2, F4 = {F0:.2f}, {F2:.2f}, {F4:.2f} eV")
print(f"intra-orbital U = {U:.2f} eV")
print("pair: J_ab (eV), U'_ab (eV), (U'_ab - J_ab - A)/B")
for (a, b), j, up in zip(pairs, Jab, Upab):
    print(f"  {names[a]},{names[b]}: {j:.2f}, {up:.2f}, "
          f"{(up - j - A) / B + 0.0:.2f}")
print(f"mean J = {Jmean:.2f} eV, mean U' = {Upmean:.2f} eV")
print("tensor elements in units of B:")
for a, b, c, d in ((Z2, YZ, X2, YZ), (Z2, YZ, YZ, X2),
                   (XZ, YZ, X2, XY), (XZ, YZ, XY, X2)):
    print(f"  <{names[a]} {names[b]}|v|{names[c]} {names[d]}>"
          f" = {V[a, b, c, d] / B:.4f}")
print(f"triplet coupling (z2,yz)-(x2-y2,yz), size/B = {coupling3:.4f}")
print(f"triplet coupling (xz,yz)-(x2-y2,xy), size/B = {coupling4:.4f}")
print("d2 triplet levels (E-A)/B, orbital degeneracy in brackets:")
print("  uniform Kanamori:", show(triplet_levels(isotropic(Upmean, Jmean))))
print("  two-index terms:", show(lev2))
print("  two- and three-index:", show(lev23))
print("  two- and four-index:", show(lev24))
print("  full interaction:", show(levfull))
print("d2 term: full (eV), uniform Kanamori (eV)")
for term in racah:
    print(f"  {term}: {full[term]:.3f}, {kan[term]:.3f}")
wavenumber = constants.e / (constants.h * constants.c * 100)
print(f"3P-3F splitting, full = {split:.3f} eV = {split*wavenumber:.0f} cm^-1")
print(f"3P-3F splitting, Kanamori = {abs(kan['3P'] - kan['3F']):.3f} eV")
print(f"3P z component: weight of (xz,yz) = {weight[i1]:.3f}")
print(f"3P z component: weight of (x2-y2,xy) = {weight[i2]:.3f}")
print(f"largest O(5) commutator element, full = {break_d / B:.3f} B")
print(f"largest O(5) commutator element, Kanamori = {break_k / B:.3f} B")
print(f"d3 quartets 4F, 4P, full = {q[3]:.3f}, {q[1]:.3f} eV")
print(f"d3 quartets 4F, 4P, Kanamori = {qk[3]:.3f}, {qk[1]:.3f} eV")
print("verified")
```

It prints:

```
Racah A, B, C = 3.00, 0.10, 0.40 eV
Slater F0, F2, F4 = 3.56, 7.70, 5.04 eV
intra-orbital U = 4.60 eV
pair: J_ab (eV), U'_ab (eV), (U'_ab - J_ab - A)/B
  xy,yz: 0.70, 3.20, -5.00
  xy,xz: 0.70, 3.20, -5.00
  xy,x2-y2: 0.40, 3.80, 4.00
  xy,z2: 0.80, 3.00, -8.00
  yz,xz: 0.70, 3.20, -5.00
  yz,x2-y2: 0.70, 3.20, -5.00
  yz,z2: 0.50, 3.60, 1.00
  xz,x2-y2: 0.70, 3.20, -5.00
  xz,z2: 0.50, 3.60, 1.00
  x2-y2,z2: 0.80, 3.00, -8.00
mean J = 0.65 eV, mean U' = 3.30 eV
tensor elements in units of B:
  <z2 yz|v|x2-y2 yz> = 3.4641
  <z2 yz|v|yz x2-y2> = -1.7321
  <xz yz|v|x2-y2 xy> = 3.0000
  <xz yz|v|xy x2-y2> = -3.0000
triplet coupling (z2,yz)-(x2-y2,yz), size/B = 5.1962
triplet coupling (xz,yz)-(x2-y2,xy), size/B = 6.0000
d2 triplet levels (E-A)/B, orbital degeneracy in brackets:
  uniform Kanamori: -3.500 (x10)
  two-index terms: -8.000 (x2), -5.000 (x5), 1.000 (x2), 4.000 (x1)
  two- and three-index: -8.000 (x4), -5.000 (x3), 4.000 (x3)
  two- and four-index: -9.542 (x2), -8.000 (x3), -3.716 (x2), 4.258 (x2), 7.000 (x1)
  full interaction: -8.000 (x7), 7.000 (x3)
d2 term: full (eV), uniform Kanamori (eV)
  3F: 2.200, 2.650
  3P: 3.700, 2.650
  1G: 4.200, 3.950
  1D: 3.500, 3.950
  1S: 7.200, 7.200
3P-3F splitting, full = 1.500 eV = 12098 cm^-1
3P-3F splitting, Kanamori = 0.000 eV
3P z component: weight of (xz,yz) = 0.200
3P z component: weight of (x2-y2,xy) = 0.800
largest O(5) commutator element, full = 12.000 B
largest O(5) commutator element, Kanamori = 0.000 B
d3 quartets 4F, 4P, full = 7.500, 9.000 eV
d3 quartets 4F, 4P, Kanamori = 7.950, 7.950 eV
verified
```
